# Frequency-dependent Breit correction for 1s2s and 1s² in helium-like xenon

## Problem

Two electrons move in the field of a point nucleus with \(Z=54\). They occupy hydrogen-like Dirac orbitals, without screening, and their mutual interaction is treated to first order as the exchange of one photon. The static approximation to this interaction is the Coulomb repulsion plus the Breit operator

\[
V_B=-\frac{1}{2R}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf R})(\boldsymbol\alpha_2\cdot\hat{\mathbf R})\right],\qquad \mathbf R=\mathbf r_1-\mathbf r_2 .
\]

By how much does the frequency of the exchanged photon shift the energies of \(1s2s\,{}^3S_1\) and \(1s2s\,{}^1S_0\), relative to this static result? Show that the shift of \(1s^2\) is zero.

Atomic units are used, with \(c=1/\alpha=137.036\). Orbital energies \(\varepsilon\) exclude the rest energy. Write \(a=1s\), \(b=2s\).

## A tempting solution

In Feynman gauge the scalar and vector potentials obey the same wave equation. For a photon of wave number \(k\), the real part of the interaction is therefore

\[
V_F(k)=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\cos kR}{R}.
\]

In a direct term each electron keeps its orbital, so no energy is transferred and \(k=0\). In an exchange term one electron goes from \(b\) to \(a\) and the other from \(a\) to \(b\), so \(k=|\varepsilon_b-\varepsilon_a|/c\). It seems natural to subtract the value at \(k=0\) and to take the exchange matrix elements of

\[
(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\cos kR-1}{R}.
\]

Evaluated with the formula given under Numbers below, this gives \(-2.936\times10^{-2}\) hartree for the triplet and \(+3.193\times10^{-2}\) hartree for the singlet. For \(1s^2\) it gives zero, as required.

## Where it fails

The operator \(V_F(k)\) is legitimate. The fault is in the subtraction: \(V_F(0)\) contains \(-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/R\), the Gaunt operator, and not \(V_B\). The zero for \(1s^2\) cannot reveal this, because there \(k=0\) in every term.

To find the difference, start from Coulomb gauge. The Coulomb repulsion is then instantaneous, and the photon couples to the transverse part of the currents:

\[
V_T(k)=-\alpha_{1i}\alpha_{2j}\int\!\frac{d^3p}{(2\pi)^3}\,\frac{4\pi e^{i\mathbf p\cdot\mathbf R}}{p^2-k^2}\left(\delta_{ij}-\frac{p_ip_j}{p^2}\right),
\]

with the principal value taken, since an energy shift is real. The first term contains the transform of \(4\pi/(p^2-k^2)\), which is \(\cos kR/R\). In the second, use

\[
\frac{1}{p^2(p^2-k^2)}=\frac1{k^2}\left[\frac1{p^2-k^2}-\frac1{p^2}\right],\qquad p_ip_j\to-\partial_i\partial_j .
\]

Derivatives with respect to \(\mathbf R\) satisfy \(\partial_i\partial_j=-\nabla_{1i}\nabla_{2j}\), so

\[
V_T(k)=-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{\cos kR}{R}+(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\frac{\cos kR-1}{k^2R}.
\]

As \(k\to0\) the last function tends to \(-R/2\). Since \(\nabla_{1i}\nabla_{2j}R=-(\delta_{ij}-\hat R_i\hat R_j)/R\), the second term becomes \([\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf R})(\boldsymbol\alpha_2\cdot\hat{\mathbf R})]/2R\), and the sum is \(V_T(0)=V_B\).

The gradients can be removed from exchange elements. The one-electron Hamiltonian \(h\) contains \(c\,\boldsymbol\alpha\cdot\mathbf p\) and a local potential, so \([h,f]=-ic\,\boldsymbol\alpha\cdot\nabla f\) and

\[
\langle a|\boldsymbol\alpha\cdot\nabla f|b\rangle=\frac ic(\varepsilon_a-\varepsilon_b)\langle a|f|b\rangle .
\]

The other electron supplies \((i/c)(\varepsilon_b-\varepsilon_a)\). The product of the two factors is \(+k^2\). In exchange elements, therefore,

\[
\frac1R+V_T(k)\;\to\;(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\cos kR}{R},\qquad
V_B\;\to\;-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{R}-\frac{k^2R}{2}.
\]

The first relation says that the full retarded energy is the same in both gauges. The second says that the Breit operator already contains a term \(-k^2R/2\) that the Gaunt operator lacks. The tempting subtraction counts this term again as a correction. Its size scales as \(k^2R\sim(Z^2/c)^2/Z=\alpha^2Z^3\), like the Breit energy of the singlet. In the triplet the leading Breit terms cancel, as shown in the last section, so there the doubly counted term is much larger than the Breit energy.

The required operator is \(V_T(k)-V_B\).

## The state \(1s^2\)

Both electrons have the same orbital energy. The direct term has \(k=0\), and so does the exchange term, even though the spins are interchanged in it. Each contains \(V_T(0)-V_B=0\), so the correction vanishes identically. The argument covers one-photon exchange. It does not cover two-photon exchange, where intermediate orbitals have other energies.

## The states \(1s2s\)

**Spin structure.** An \(s_{1/2}\) orbital is \(U(\mathbf r)\chi\), where \(\chi\) is a two-component spinor and

\[
U=\frac{1}{r\sqrt{4\pi}}\begin{pmatrix}G\\-iF\,\boldsymbol\sigma\cdot\hat{\mathbf r}\end{pmatrix}.
\]

The antisymmetric two-electron states are

\[
\Psi=\tfrac1{\sqrt2}\left[U_a(1)U_b(2)+s\,U_b(1)U_a(2)\right]|S\rangle .
\]

The triplet has a symmetric \(|S\rangle\), hence \(s=-1\), with \(\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle=1\). The singlet has \(s=+1\) and \(\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle=-3\). Because the interaction is symmetric in the two electrons, the energy is \(D+sX\), with direct part \(D\) and exchange part \(X\). The photon frequency enters \(X\) alone.

**Transition current.** From \(\sigma_i(\boldsymbol\sigma\cdot\hat{\mathbf r})=\hat r_i+i(\hat{\mathbf r}\times\boldsymbol\sigma)_i\) and \((\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_i=\hat r_i-i(\hat{\mathbf r}\times\boldsymbol\sigma)_i\),

\[
\begin{aligned}
4\pi r^2\,U_a^\dagger\boldsymbol\alpha U_b&=-iG_aF_b\,\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})+iF_aG_b(\boldsymbol\sigma\cdot\hat{\mathbf r})\boldsymbol\sigma\\
&=-iW\hat{\mathbf r}+P\,\hat{\mathbf r}\times\boldsymbol\sigma,
\end{aligned}
\]

\[
W=G_aF_b-F_aG_b,\qquad P=G_aF_b+F_aG_b .
\]

The first part is a function of \(r\) times \(\hat{\mathbf r}\), hence a gradient. Its Fourier transform is parallel to \(\mathbf p\), and the factor \(\delta_{ij}-p_ip_j/p^2\) removes it for every \(k\). The second part has no divergence, so for it the \(p_ip_j\) term drops out. What remains is a magnetic interaction between spin-dependent currents:

\[
X_T(k)=-\iint dr\,ds\,P(r)P(s)\left\langle(\hat{\mathbf r}\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf s}\times\boldsymbol\sigma_2)\frac{\cos kR}{R}\right\rangle .
\]

The brackets denote the average over both directions and the spin expectation value. The second electron has the same \(P\), which is symmetric in \(a\) and \(b\).

**Angular average.** The vector product identity gives

\[
(\hat{\mathbf r}\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf s}\times\boldsymbol\sigma_2)=(\hat{\mathbf r}\cdot\hat{\mathbf s})(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)-(\hat{\mathbf r}\cdot\boldsymbol\sigma_2)(\hat{\mathbf s}\cdot\boldsymbol\sigma_1).
\]

For a function \(f(R)\), rotational symmetry makes the average of \(\hat r_i\hat s_jf\) equal to \(\tfrac13\delta_{ij}[f]_1\), where

\[
[f]_1=\tfrac12\int_{-1}^{1}x f(R)\,dx,\qquad x=\hat{\mathbf r}\cdot\hat{\mathbf s}.
\]

The two terms add to \((1-\tfrac13)\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2[f]_1\). Subtracting the static value,

\[
\Delta E=s[X_T(k)-X_T(0)]=-\tfrac23\,s\,\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle M,
\]

\[
M=\iint P(r)P(s)\,g_1(r,s)\,dr\,ds,\qquad g_1=\left[\frac{\cos kR-1}{R}\right]_1 .
\]

The factor \(-s\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle\) is 1 for the triplet and 3 for the singlet:

\[
\boxed{\Delta E({}^3S_1)=\tfrac23M,\qquad \Delta E({}^1S_0)=2M.}
\]

The ratio 3 follows from the spin algebra and does not depend on the radial functions.

**Kernel.** Let \(r_<\) and \(r_>\) be the smaller and larger radius. For \(r_<\neq r_>\), \([\cos kR/R]_1\) solves the radial Helmholtz equation with \(L=1\) in each variable. It is regular at \(r_<=0\), hence proportional to \(j_1(kr_<)\). For large \(r_>\), \(R\approx r_>-r_<x\), and the average tends to

\[
\frac{1}{2r_>}\int_{-1}^{1}x\cos(kr_>-kr_<x)\,dx=\frac{\sin kr_>}{r_>}\,j_1(kr_<).
\]

Since \(y_1(z)\to-\sin z/z\), the solution with this tail is \(-k\,j_1(kr_<)y_1(kr_>)\). Its limit for \(k\to0\), from \(j_1(z)\approx z/3\) and \(y_1(z)\approx-1/z^2\), is \(r_</3r_>^2\). Thus

\[
g_1=-k\,j_1(kr_<)\,y_1(kr_>)-\frac{r_<}{3r_>^2}.
\]

## Orbitals

Inserting \(U\chi\) into the Dirac equation with potential \(-Z/r\), and using \(\boldsymbol\sigma\cdot\nabla(f\boldsymbol\sigma\cdot\hat{\mathbf r})=f'+2f/r\), gives

\[
G'-\frac Gr=\left(A+\frac{Z}{cr}\right)F,\qquad F'+\frac Fr=-\left(\frac{\varepsilon}{c}+\frac{Z}{cr}\right)G,\qquad A=2c+\frac{\varepsilon}{c}.
\]

Try \(G=r^\gamma e^{-\lambda r}(g_0+g_1r)\) and \(F=r^\gamma e^{-\lambda r}(f_0+f_1r)\); here \(g_0,g_1\) are coefficients, not the kernel. The lowest power gives

\[
(\gamma-1)g_0=\frac Zc f_0,\quad(\gamma+1)f_0=-\frac Zc g_0\;\Rightarrow\;\gamma=\sqrt{1-(Z\alpha)^2}.
\]

The highest power gives \(f_1=-(\lambda/A)g_1\) and \(\lambda^2=-\varepsilon A/c\). The middle power gives

\[
\gamma g_1-\frac Zcf_1=\lambda g_0+Af_0,\qquad
(\gamma+2)f_1+\frac Zcg_1=\lambda f_0-\frac\varepsilon cg_0 .
\]

Because \(-\varepsilon/c=\lambda^2/A\), the second right-hand side is \(\lambda/A\) times the first. Eliminating it and inserting \(f_1\), with \(N=\gamma+1\), yields

\[
2N\frac\lambda A=\frac Zc\left(1-\frac{\lambda^2}{A^2}\right)=\frac Zc\,\frac{2E}{cA},\qquad E=c^2+\varepsilon .
\]

Hence \(N\lambda=ZE/c^2\). Combined with \(\lambda^2=c^2-E^2/c^2\), this gives

\[
\varepsilon=c^2\left[\left(1+\frac{(Z\alpha)^2}{N^2}\right)^{-1/2}-1\right].
\]

For \(1s\), \(g_1=f_1=0\). The middle equations then require \(f_0/g_0=-\lambda/A\), and the lowest-power equations lead to the same formula with \(N=\gamma\).

For xenon, \(Z\alpha=0.39406\) and \(\gamma=0.91909\). The \(1s\) orbital has \(\lambda=54\) bohr\(^{-1}\) and \(f_0/g_0=-0.20534\). The \(2s\) orbital has \(\lambda=27.563\) bohr\(^{-1}\), the same \(f_0/g_0\), \(g_1/(Zg_0)=-0.54329\) and \(f_1/(Zg_0)=0.05520\). Normalization \(\int(G^2+F^2)dr=1\) fixes \(g_0\).

## Numbers

The orbital energies are \(-1519.473\) and \(-383.790\) hartree, so

\[
k=\frac{1135.683}{137.036}=8.2875\ \text{bohr}^{-1}.
\]

Over a distance \(1/Z\) the phase \(kR\) is 0.153. Quadrature gives \(M=9.653\times10^{-4}\) hartree, and therefore

\[
\Delta E({}^3S_1)=\tfrac23M=6.435\times10^{-4}\ \text{hartree}=17.5\ \text{meV},
\]

\[
\Delta E({}^1S_0)=2M=1.931\times10^{-3}\ \text{hartree}=52.5\ \text{meV}.
\]

The singlet–triplet splitting grows by 35.0 meV. These are first-order contributions in an unscreened model. Screening, correlation, nuclear size, self-energy and vacuum polarization are left out, so they are not complete level energies.

The tempting values come from the same reduction. The transition charge is \(4\pi r^2U_a^\dagger U_b=\rho=G_aG_b+F_aF_b\), independent of spin. \(W\) changes sign under \(a\leftrightarrow b\), so the radial currents of the two electrons are \(-iW\hat{\mathbf r}\) and \(+iW\hat{\mathbf s}\), with product \(+W(r)W(s)\,\hat{\mathbf r}\cdot\hat{\mathbf s}\). Cross terms between radial and spin currents vanish, because the average of \(\hat r_i\hat s_jf\) is proportional to \(\delta_{ij}\). With \([f]_0=\tfrac12\int_{-1}^1f\,dx\), the tempting shift is

\[
s\left\{\iint\rho\rho\left[\frac{\cos kR-1}{R}\right]_0dr\,ds-\iint WWg_1\,dr\,ds-\tfrac23\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle M\right\}.
\]

These values can now be repaired. For the radial current, the static transverse interaction vanishes. Its Gaunt part \(-\iint W(r)W(s)\,r_</(3r_>^2)\,dr\,ds\) must therefore cancel the other term of \(V_B\), so the doubly counted term \(-k^2R/2\) has the exchange element \(\iint W(r)W(s)\,r_</(3r_>^2)\,dr\,ds=3.000\times10^{-2}\) hartree. It entered with the factor \(s\). Removing it gives

\[
-0.029358+0.030002=0.000644,\qquad 0.031932-0.030002=0.001930
\]

hartree, which agrees with the direct results within rounding.

For \(1s^2\), one may ask what would happen if the exchange term were given the \(1s2s\) wave number by hand. Its spin element is \(\langle\uparrow\downarrow|\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2|\downarrow\uparrow\rangle=2\), so the change would be \(\tfrac43M_{11}\), where \(M_{11}\) is \(M\) with \(P=2G_aF_a\). This is \(3.71\times10^{-2}\) hartree, not zero. The correction vanishes because the orbital energies are equal, not because of the angular structure.

## Low nuclear charge

For small \(Z\alpha\), let \(R_a=G_a/r\) and \(u=R_aR_b\). The first radial equation gives \(F_a\approx rR_a'/2c\), hence \(P\approx r^2u'/2c\). Since \(\nabla u=u'\hat{\mathbf r}\), two integrations by parts give, for any such \(u,v\),

\[
\iint r^2u'\,s^2v'\,[f]_1\,dr\,ds=-\iint\frac{d^3r\,d^3s}{(4\pi)^2}\,u(r)v(s)\,\nabla^2f(R).
\]

With \((\cos kR-1)/R\approx-k^2R/2\) and \(\nabla^2R=2/R\), this becomes \(M\approx k^2K/4c^2\), where \(K\) is the Coulomb exchange integral. With \(x=Zr\), \(u=\sqrt2Z^3(1-x/2)e^{-3x/2}\), and

\[
\int_0^x y^2\left(1-\frac y2\right)e^{-3y/2}dy=\frac{x^3}{3}e^{-3x/2},
\]

\[
K=\frac{4Z}{3}\int_0^\infty\left(x^4-\frac{x^5}{2}\right)e^{-3x}dx=\frac{4Z}{3}\left(\frac{24}{243}-\frac{60}{729}\right)=\frac{16Z}{729}.
\]

Using \(k\approx3Z^2/8c\),

\[
\Delta E({}^3S_1)\approx\frac{k^2K}{6c^2}=\frac{\alpha^4Z^5}{1944},\qquad \Delta E({}^1S_0)\approx\frac{\alpha^4Z^5}{648}.
\]

At \(Z=54\) the triplet estimate is \(6.70\times10^{-4}\) hartree; the full value is 0.961 of it.

The same identity explains a feature of the static energies. The Breit energy is \(0.449\) hartree for the singlet but \(-0.00117\) hartree for the triplet. The angular reduction applied to \(V_B\) gives direct and exchange integrals with \(f=1/R\), for which \(-\nabla^2f=4\pi\delta(\mathbf R)\). At leading order both equal \(\int R_a^2R_b^2r^2dr/4c^2\). They add in the singlet and cancel in the triplet. The frequency-dependent shift is thus about 0.4% of the static Breit energy in the singlet, but 55% of its magnitude in the triplet.

The numerical check checks the angular reduction with explicit four-component spinors and the full Coulomb-gauge tensor, and the kernel against its defining integral.

## Numbers as computed

```
nuclear charge Z = 54
speed of light c = 137.035999 a.u.
Z alpha = 0.394057
radial exponent gamma = 0.919086
1s decay constant = 54.00000 1/bohr
2s decay constant = 27.56332 1/bohr
1s ratio f0/g0 = -0.205336
2s ratios f0/g0, g1/(Z g0), f1/(Z g0) (g1, f1 in 1/bohr) = -0.205336, -0.543288, 0.055202
1s orbital energy = -1519.47334 hartree
2s orbital energy = -383.79016 hartree
orbital energy difference = 1135.68318 hartree
photon wave number k = 8.287481 1/bohr
k/Z (phase at distance 1/Z bohr) = 0.153472
radial integral M, closed kernel = 9.65314457e-04 hartree
radial integral M, defining kernel = 9.65314457e-04 hartree
triplet 1s2s shift = 6.435430e-04 hartree
singlet 1s2s shift = 1.930629e-03 hartree
triplet 1s2s shift = 17.5117 meV
singlet 1s2s shift = 52.5351 meV
change of singlet-triplet splitting = 35.0234 meV
1s^2 shift at its true frequency = 0.0 hartree
1s^2 exchange change at imposed 1s2s k = 3.708191e-02 hartree
same with k/100 = 3.851742e-06 hartree
static Breit, 1s2s triplet = -0.001172 hartree
static Breit, 1s2s singlet = 0.449235 hartree
static Breit, 1s^2 = 2.202516 hartree
Coulomb exchange integral = 1.39313542 hartree
retarded charge part = 1.42544049 hartree
retarded radial-current part = 0.03230507 hartree
static radial-current integral = 3.000175e-02 hartree
triplet change from Feynman static = -2.935821e-02 hartree
singlet change from Feynman static = 3.193238e-02 hartree
low-Z estimate, triplet at Z=54 = 6.697826e-04 hartree
full triplet shift / low-Z estimate = 0.96082
same ratio at Z=2 = 0.999951
```
